# Volume of a uniform coating on a cube and growth per cycle

Suppose that a deposition process adds 0.05 nm per cycle on a flat wafer, and that the same process coats small cubes of edge 50 nm. After 200 cycles the film is 10 nm thick. Multiplying this thickness by the bare area of a cube gives 150000 nm³ of deposit, but a film of uniform thickness that also wraps around the edges and corners holds about 201000 nm³. The flat estimate misses a quarter of the material. Used in reverse, to find the growth per cycle from the amount deposited, it returns 0.067 nm instead of 0.05 nm. The error is geometric and would remain if the process were perfect.

## Setting and statement

Let $K$ be a solid cube of edge $a$ centred at the origin, with faces normal to the coordinate axes:

$$K=\{y:\ |y_i|\le a/2,\ i=1,2,3\}.$$

Let $d(x)$ be the shortest distance from a point $x$ to $K$. The coated body and the coating of thickness $t$ are

$$K_t=\{x:\ d(x)\le t\},\qquad C_t=\{x:\ 0<d(x)\le t\}.$$

This definition fixes what "uniform" means: every point of the outer surface lies at distance $t$ from the cube, whether it faces a face, an edge or a corner. Three physical assumptions stand behind it.

1. The cube is free, so all six faces are coated.
2. The film is closed and dense from the first cycle.
3. Growth is isotropic: each cycle extends the body to all points within a fixed distance $g$ of its current surface. Here $g$ is the growth per cycle measured on a flat surface.

**Theorem.** For every $t\ge 0$ the volume of the coating is

$$V(t)=6a^2t+3\pi a t^2+\tfrac43\pi t^3 .$$

After $N$ cycles under assumption 3, the thickness is $t=Ng$.

## The distance to a cube

**Lemma 1.** With $e_i=\max(|x_i|-a/2,\,0)$, the distance is given by

$$d(x)^2=e_1^2+e_2^2+e_3^2 .$$

*Proof.* For $y$ in $K$,

$$|x-y|^2=(x_1-y_1)^2+(x_2-y_2)^2+(x_3-y_3)^2 .$$

Each $y_i$ may be chosen in $[-a/2,a/2]$ independently of the other two, so the three terms can be minimized separately. If $|x_i|\le a/2$, the choice $y_i=x_i$ makes the term zero. If $|x_i|>a/2$, the best choice is the end of the interval nearer to $x_i$, which leaves $(|x_i|-a/2)^2$. In both cases the minimum is $e_i^2$. ∎

The number $e_i$ measures how far $x$ lies beyond the cube in direction $i$. All three vanish exactly when $x$ belongs to $K$.

## Proof of the volume formula

Every point of $C_t$ has one, two or three positive $e_i$. These three classes are disjoint and together make up the coating, so their volumes add.

**One positive $e_i$: faces.** Let $e_1>0$ and $e_2=e_3=0$. Then $x_2$ and $x_3$ each range over an interval of length $a$, and Lemma 1 reduces $d\le t$ to $e_1\le t$. This is a slab of volume $a^2t$. There are three choices of the positive coordinate and two signs of $x_i$, hence six slabs:

$$V_{\text{face}}=6a^2t .$$

**Two positive $e_i$: edges.** Let $e_1,e_2>0$ and $e_3=0$. Then $x_3$ ranges over a length $a$, while $e_1^2+e_2^2\le t^2$ with both numbers positive. The cross-section is a quarter disc of area

$$\int_0^{\pi/2}\!d\varphi\int_0^t r\,dr=\frac{\pi}{2}\cdot\frac{t^2}{2}=\frac{\pi t^2}{4}.$$

There are three choices of the coordinate with $e_i=0$ and four sign combinations of the other two, hence twelve pieces, one for each edge:

$$V_{\text{edge}}=12\cdot a\cdot\frac{\pi t^2}{4}=3\pi a t^2 .$$

**Three positive $e_i$: corners.** Now $e_1^2+e_2^2+e_3^2\le t^2$ with all three positive. This is an octant of a ball, of volume

$$\int_0^{\pi/2}\!d\varphi\int_0^{\pi/2}\!\sin\theta\,d\theta\int_0^t r^2dr=\frac{\pi}{2}\cdot1\cdot\frac{t^3}{3}=\frac{\pi t^3}{6}.$$

The eight sign combinations give eight octants:

$$V_{\text{corner}}=8\cdot\frac{\pi t^3}{6}=\tfrac43\pi t^3 .$$

The sum of the three parts is the formula of the theorem. Nowhere was $t$ required to be smaller than $a$, so the formula also holds for thick films. ∎

**Remark (rectangular blocks).** For a block with edges $a,b,c$ the same division applies. The faces give $2(ab+bc+ca)t$. Four edges of each length give $4(a+b+c)\pi t^2/4=\pi(a+b+c)t^2$. The corners are unchanged. Setting $a=b=c$ recovers the cube.

**Remark (inner edges).** The result does not carry over to recesses. Consider two walls that meet at a right angle and enclose the gas between them, along an edge of length $L$. Their slabs of thickness $t$ overlap in a bar of volume $Lt^2$, which must be counted once. The edge therefore changes the flat estimate by $-Lt^2$, whereas an outer edge changes it by $+\pi Lt^2/4$.

## Why the thickness is $Ng$

A cycle acts on the surface left by the previous cycle, not on the original cube. It must be shown that successive advances add, also at edges and corners.

**Lemma 2.** If $d(x)>s\ge0$, the distance from $x$ to the coated body $K_s$ is $d(x)-s$.

*Proof.* Take any $z$ in $K_s$. Some $y$ in $K$ satisfies $|z-y|\le s$. By the triangle inequality,

$$d(x)\le|x-y|\le|x-z|+|z-y|\le|x-z|+s ,$$

so $|x-z|\ge d(x)-s$. To see that this value is reached, let $p$ be the point of $K$ nearest to $x$ and go a distance $s$ from $p$ towards $x$:

$$z=p+s\,\frac{x-p}{d(x)} .$$

Then $|z-p|=s$, so $z$ lies in $K_s$, and $|x-z|=d(x)-s$. ∎

A further advance $g$ adds the points outside $K_s$ whose distance to $K_s$ is at most $g$. By Lemma 2 these are the points with $s<d(x)\le s+g$, so $K_s$ becomes $K_{s+g}$. Starting from $s=0$ and repeating this $N$ times gives $K_{Ng}$, which proves the last statement of the theorem. ∎

## Growth per cycle on a cube

**Corollary 1 (outer area).** The outer surface consists of six squares of area $a^2$, twelve quarter cylinders of area $a\cdot\pi t/2$, and eight octants of a sphere of area $4\pi t^2/8$. Therefore

$$S(t)=6a^2+6\pi a t+4\pi t^2=\frac{dV}{dt}.$$

The second equality follows by differentiating $V$ term by term. It says that a small advance $dt$ deposits the volume $S\,dt$.

**Corollary 2 (volume of one cycle).** Cycle $N$ deposits $\Delta V_N=V(Ng)-V((N-1)g)$. With $N^2-(N-1)^2=2N-1$ and $N^3-(N-1)^3=3N^2-3N+1$,

$$\Delta V_N=6a^2g+3\pi a g^2(2N-1)+\tfrac43\pi g^3(3N^2-3N+1).$$

The last two terms increase with $N$. The deposit per cycle therefore rises although the advance $g$ is constant. A rising mass gain per cycle is not by itself evidence that the surface chemistry has changed.

**Corollary 3 (apparent growth per cycle).** Dividing the total volume by the bare area and by the number of cycles gives

$$g_{\text{app}}=\frac{V}{6a^2N}=\frac{t}{N}\left[1+\frac{3\pi a t^2}{6a^2t}+\frac{4\pi t^3}{3\cdot6a^2t}\right]
=g\left[1+\frac{\pi t}{2a}+\frac{2\pi t^2}{9a^2}\right].$$

To find the true $g$ from a known volume, one solves $V(t)=V$ for $t$ and divides by $N$. Since $dV/dt=S>0$, there is one non-negative solution.

**Thin films.** For $t\ll a$ the slabs dominate, and the leading relative correction to the flat estimate is $\pi t/(2a)$. It reaches one percent already at $t\approx0.006\,a$.

**Thick films.** Factoring out the corner term gives

$$V=\tfrac43\pi t^3\left[1+\frac{9a}{4t}+\frac{9a^2}{2\pi t^2}\right].$$

For $t\gg a$ the ratio of the coating volume to that of a ball of radius $t$ tends to one, although their difference keeps growing. The approach is slow: the first correction is still ten percent at $t=22.5\,a$. Between the limits, the edges hold as much material as the faces when $3\pi a t^2=6a^2t$, that is, at $t=2a/\pi\approx0.64\,a$.

## Example: platinum on an oxide cube

Take $a=50$ nm, $g=0.05$ nm and $N=200$, so that $t=200\times0.05=10$ nm. The three parts are

$$V_{\text{face}}=6\times50^2\times10=150000\ \text{nm}^3,$$
$$V_{\text{edge}}=3\pi\times50\times10^2=47124\ \text{nm}^3,$$
$$V_{\text{corner}}=\tfrac43\pi\times10^3=4189\ \text{nm}^3 .$$

Their sum is 201313 nm³. The digits are kept so that the arithmetic can be followed; the rough input for $g$ does not justify them as a prediction. The edges hold 23.4 percent of the film and the corners 2.1 percent. With a rough volume of 0.0148 nm³ per platinum atom, the coating contains somewhat more than $10^7$ atoms.

The surface grows from 15000 to 25681 nm². Accordingly, the first cycle deposits 751 nm³ and the last 1283 nm³, a ratio of 1.71. The bracket in Corollary 3 is $1+0.314+0.028=1.342$, which gives $g_{\text{app}}=0.067$ nm.

Two numerical tests used these same dimensions. Counting cubic cells of side 0.1 nm whose centres lie in each class gave 150000, 47142 and 4189 nm³ for faces, edges and corners. The second test used the fact that $K_t$ is the convex hull of eight balls of radius $t$ centred on the corners of the cube. With each outer octant sampled at 40 equal intervals in both angles, the hull gave a coating volume of 201298 nm³ and an outer area of 25680 nm². Both lie slightly below the formulas, as they must for a convex polyhedron inscribed in a convex body.

## Where the assumptions fail

The chosen $g$ and the growth temperature of 570 K are rough values typical of thermal atomic layer deposition of platinum. On oxides, platinum tends to start as separate islands, which breaks assumption 2. If this is represented by a rough delay of 30 cycles, followed by uniform growth at the same $g$, the thickness is 8.5 nm and the volume falls by 18.5 percent to 164119 nm³. The delay depends on the surface and the process, and the estimate does not describe the shape of the islands. The changes in deposited volume below are also relative to 201313 nm³, with $a$, $g$ and $N$ held fixed.

**A cube on a support.** Real particles usually rest on something, which breaks assumption 1. Let the support be an inert plane on which no film nucleates, though film from the cube may spread over it. The bottom slab, four edge pieces and four corner pieces are lost, leaving

$$V_{\text{sup}}=5a^2t+8a\,\frac{\pi t^2}{4}+4\,\frac{\pi t^3}{6}=5a^2t+2\pi a t^2+\tfrac23\pi t^3 .$$

This is 158510 nm³, a fall of 21.3 percent. It is the largest change among the cases sized here, but only for the delay chosen above: a delay of 35 cycles or more would remove more material than the support does.

**Sharp corners.** If the film grows as a larger cube with flat faces, assumption 3 fails and the volume is

$$(a+2t)^3-a^3=6a^2t+12at^2+8t^3 .$$

The face term is the same, but $12$ replaces $3\pi\approx9.42$ and $8$ replaces $4\pi/3\approx4.19$. The result, 218000 nm³, is 8.3 percent higher.

**Edges rounded beforehand.** A cube whose edges and corners already have radius $r$ is a smaller cube of edge $b=a-2r$ coated to thickness $r$. By Lemma 2, the new film fills the space between thicknesses $r$ and $r+t$ around that smaller cube. Writing $V_b$ for the theorem's formula with edge $b$, its volume is $V_b(r+t)-V_b(r)$. For $r=2$ nm this is 194860 nm³, a reduction of 3.2 percent.

**Fixed volume per area.** One might instead let each cycle deposit the volume $g$ times the area it meets. Evaluating that area on the parallel surfaces of the theorem gives $\sum_{k=0}^{N-1}g\,S(kg)=201046$ nm³, lower by 0.13 percent. This sum slightly overstates the areas, because such a film stays a little thinner than $kg$; taking each area on the parallel surface that encloses the volume actually deposited gives 200968 nm³, lower by 0.17 percent. In this example the two meanings of growth per cycle are nearly equivalent.

**Atoms.** The advance of 0.05 nm is about 0.22 of the spacing between platinum (111) layers, so $g$ is an average over the surface. An edge radius of 0.05 nm after one cycle has no literal meaning. At 10 nm, one layer spacing is 2.3 percent of the thickness.

**Temperature.** With a rough linear expansion coefficient of $9\times10^{-6}$ K⁻¹, platinum that is free to contract shrinks in volume by $3\times9\times10^{-6}\times270=0.73$ percent on cooling from 570 to 300 K. A film bonded to a cube is not entirely free: any difference between its expansion and that of the oxide strains it, so it shrinks somewhat less on an oxide that contracts less than platinum and somewhat more on one that contracts more.

**Capillarity.** Surface energy favours moving atoms away from sharp corners. For a spherical surface, $dA/dV=8\pi r\,dr/(4\pi r^2dr)=2/r$, so an atom of volume $\Omega$ added there costs an extra energy $2\gamma\Omega/r$ compared with a flat surface, if the surface energy $\gamma$ is isotropic. With a rough $\gamma=2.5$ J/m² and the growth temperature $T=570$ K, this is 0.94 $k_BT$ at $r=10$ nm and 9.4 $k_BT$ at $r=1$ nm. These values apply to the spherical corners; on the cylindrical edges $dA/dV=1/r$, so the cost is half as large. All of them scale with $\gamma$, which for real platinum depends on the facet. The drive to reshape the film is therefore of order $k_BT$ at 10 nm and larger for thinner films, which is not negligible. Whether the shape changes during the process depends on the rate of surface diffusion, which this geometric model does not contain.

The full set of values is given in the numerical output.

## Calculated quantities

```
Cube edge a: 50.0 nm
Advance per cycle g (rough): 0.050 nm
Cycles N: 200
Growth temperature (rough): 570 K
Coating thickness t: 10.00 nm
Face contribution: 150000 nm^3
Edge contribution: 47124 nm^3
Corner contribution: 4189 nm^3
Coating volume: 201313 nm^3
Face share: 74.5 percent
Edge share: 23.4 percent
Corner share: 2.1 percent
Pt atoms in coating: 1.36e+07
Bare cube area: 15000 nm^2
Outer coating area: 25681 nm^2
Volume added by first cycle: 751.2 nm^3
Volume added by last cycle: 1282.6 nm^3
Last/first cycle volume: 1.707
Apparent growth per cycle: 0.0671 nm
Independent checks
Largest distance error (a=1): 0.0e+00
Largest advance error (a=1): 4.0e-14
Counted face volume: 150000 nm^3
Counted edge volume: 47142 nm^3
Counted corner volume: 4189 nm^3
Hull coating volume: 201298 nm^3
Hull outer area: 25680 nm^2
Neglected effects
Nucleation delay (rough): 30 cycles
Delayed volume: 164119 nm^3
Change from delay: -18.5 percent
Volume on inert support: 158510 nm^3
Change from support: -21.3 percent
Sharp-corner volume: 218000 nm^3
Change from sharp corners: 8.3 percent
Initial edge radius (rough): 2.0 nm
Pre-rounded volume: 194860 nm^3
Change from pre-rounding: -3.21 percent
Fixed-dose volume estimate: 201046 nm^3
Change from fixed dose: -0.13 percent
Pt lattice constant (rough): 0.39 nm
Volume per Pt atom: 0.0148 nm^3
Pt (111) layer spacing: 0.225 nm
Advance per cycle: 0.22 layers
Layer spacing/thickness: 2.3 percent
Linear expansion (rough): 9.0e-06 1/K
Room temperature: 300 K
Volume shrinkage on cooling: 0.73 percent
Pt surface energy (rough): 2.5 J/m^2
Corner drive/kT at r=t: 0.94
Corner drive/kT at r=1 nm: 9.4
```
